# Damped Newton Solution of the Size-Modified Poisson–Boltzmann Equation

## Definitions and conventions

A flat electrode at $X=0$ carries charge $\sigma>0$ per area. It faces a 1:1 electrolyte with bulk concentration $c_0$ of each ion, in a solvent of uniform permittivity $\varepsilon$ at temperature $T$. The ions occupy cells of volume $a^3$, with at most one ion per cell, and feel only the mean electrostatic potential $\phi(X)$. Ion correlations, specific adsorption and dielectric saturation are left out.

SI units are used for physical quantities, and reduced variables for the algorithm:

$$u=\frac{e\phi}{kT},\quad x=\frac{X}{\lambda},\quad \lambda^2=\frac{\varepsilon kT}{2e^2c_0},\quad s=\frac{e\sigma\lambda}{\varepsilon kT},\quad \nu=2a^3c_0 .$$

Here $\lambda$ is the Debye length and $\nu$, with $0<\nu<1$, is the fraction of cells filled in the bulk. A prime on $u$ means $d/dx$; a prime on $W$, defined below, means $d/du$.

## The equation

Let $p_\pm=a^3n_\pm$ be the probabilities that a cell holds a cation or an anion, and $p_0=1-p_+-p_-$ that it holds neither. With chemical potential $m\,kT$ for both ions, the grand potential of one cell is

$$\frac{\omega}{kT}=p_+\ln p_++p_-\ln p_-+p_0\ln p_0+u(p_+-p_-)-m(p_++p_-).$$

It is convex in $p_\pm$, so its stationary point is its minimum. Since $\partial p_0/\partial p_\pm=-1$, the constants from differentiating $p\ln p$ cancel, and

$$\ln p_\pm-\ln p_0\pm u-m=0\quad\Rightarrow\quad p_\pm=p_0e^{m\mp u}.$$

The probabilities sum to one, so $p_0(1+2e^m\cosh u)=1$. In the bulk $u=0$ and $p_0=1-\nu$, which gives $2e^m=\nu/(1-\nu)$. Hence

$$p_0=\frac{1-\nu}{D},\qquad p_\pm=\frac{\nu}{2}\frac{e^{\mp u}}{D},\qquad D=1-\nu+\nu\cosh u .$$

Inserting $\ln p_\pm=\ln p_0+m\mp u$ into $\omega$ cancels the terms in $u$ and $m$, leaving $\omega=kT\ln p_0$. The pressure is $P=-\omega/a^3$, so

$$P-P_{\rm bulk}=\frac{kT}{a^3}\ln D. \tag{1}$$

The charge density is $\rho=e(p_+-p_-)/a^3=-(e\nu/a^3)\sinh u/D=-2ec_0\sinh u/D$. Poisson's equation $\varepsilon\,d^2\phi/dX^2=-\rho$ becomes, after multiplication by $e\lambda^2/(\varepsilon kT)$,

$$u''=W'(u),\qquad W(u)=\frac1\nu\ln D,\qquad W'(u)=\frac{\sinh u}{D}. \tag{2}$$

There is no field inside the electrode, so Gauss's law gives $-\varepsilon\,d\phi/dX=\sigma$ at the surface, that is $u'(0)=-s$. Far away, at $x=L$, we set $u(L)=0$.

## A convex functional

Consider

$$J[u]=\int_0^L\left(\tfrac12u'^2+W(u)\right)dx-s\,u(0),\qquad u(L)=0. \tag{3}$$

Change $u$ by a small $v$ with $v(L)=0$. Integrating $u'v'$ by parts gives

$$\delta J=\int_0^L\left(-u''+W'(u)\right)v\,dx-\left(u'(0)+s\right)v(0).$$

This vanishes for every $v$ when (2) and the surface condition hold. To see that the stationary point is a minimum, differentiate $W'$ and use $\cosh^2u-\sinh^2u=1$:

$$W''=\frac{D\cosh u-\nu\sinh^2u}{D^2}=\frac{(1-\nu)\cosh u+\nu}{D^2}>0 .$$

The second variation $\int(v'^2+W''v^2)\,dx$ is therefore positive for $v\neq0$, and there is at most one solution. A minimum exists because $D\ge1$ makes $W\ge0$, while $|u(0)|=|\int_0^L u'dx|\le\sqrt L\,\|u'\|$, where $\|u'\|^2=\int_0^L u'^2dx$. Thus $J\ge\frac12\|u'\|^2-s\sqrt L\,\|u'\|$, which grows without limit as $\|u'\|$ does.

The minimum value has a physical meaning. At the solution $J$ does not respond to small changes of $u$, so $dJ_{\min}/ds=-u(0)$. Since $J_{\min}=0$ at $s=0$, $-J_{\min}=\int_0^s u(0;s')\,ds'$ is the reduced reversible work of charging the surface.

## One unknown, by hand

Use a single straight line for $u$, from $u_0=u(0)$ down to zero at $L$, and replace $\int W\,dx$ by the trapezoidal rule. The profile is crude, but the algorithm is already complete. Since $W(0)=0$,

$$J(u_0)=\frac{u_0^2}{2L}+\frac L2W(u_0)-su_0 .$$

Take $\nu=\frac12$. Then $D=\frac12(1+\cosh u)=\cosh^2(u/2)$, so $W=4\ln\cosh(u/2)$, $W'=2\tanh(u/2)$ and $W''=1-\tanh^2(u/2)$. With $L=4$, the gradient $g$ and curvature $H$ of $J$ are

$$g=\frac{u_0}4+4\tanh\frac{u_0}2-s,\qquad H=\frac14+2\left(1-\tanh^2\frac{u_0}2\right).$$

To know the answer in advance, choose $s$ so that the solution is $u_*=\ln4\approx1.3863$. There $\tanh(u_*/2)=(4-1)/(4+1)=0.6$, so $s=\frac14\ln4+2.4\approx2.7466$.

**Fixed-point iteration** computes the ionic charge from the old potential, then solves for the new one. Setting $g=0$ with the old value in the hyperbolic tangent gives

$$u_0^{\rm new}=4s-16\tanh\frac{u_0}2=10.986-16\tanh\frac{u_0}2 .$$

From $u_0=0$ the iterates are $10.99,\ -5.01,\ 26.77,\ -5.01,\dots$, a permanent swing between two values. The slope of the map at the solution is $-8(1-0.36)=-5.12$: a small error changes sign and grows fivefold at each step.

**Newton iteration** uses $\delta=-g/H$. From $u_0=0$, $\delta=s/2.25$, and the iterates are $1.221,\ 1.380,\ 1.3863$. The correction is moderate because $H$ contains the response of the ions.

Now start from the ion-free potential $u_0=4s=10.986$. The tangent is nearly saturated, so $g\approx4$ and $H\approx\frac14$. The full step is about $-16$ and lands at $-5.0$. The next one lands near $21$, the next again near $-5.0$, and so on. Where the ionic response is saturated, $H\approx\frac14$ and a Newton step coincides with a fixed-point step. At $-5.0$ the saturation is incomplete, so the return lands near $21$ rather than at $26.77$.

The functional cures this. Here

$$J=\frac{u_0^2}8+8\ln\cosh\frac{u_0}2-su_0 .$$

At the start $J\approx23.3$; after the full step $J\approx31.4$, so that step is refused. Half the step leads to $u_0\approx2.99$ with $J\approx-0.3$, which is accepted. Full steps then give $0.36$, $1.25$ and rapid convergence to $\ln4$.

## The general algorithm

Divide $[0,L]$ into $N$ equal elements of length $h$, with nodal values $u_0,\dots,u_{N-1}$ and $u_N=0$. Linear elements and the trapezoidal rule turn (3) into

$$J_h=\sum_{i=0}^{N-1}\frac{(u_{i+1}-u_i)^2}{2h}+\sum_{i=0}^{N-1}m_iW(u_i)-su_0,\qquad m_0=\tfrac h2,\quad m_{i>0}=h .$$

Let $M$ be the diagonal matrix of the $m_i$, and let $b=(s,0,\dots,0)$. Let $A$ be the tridiagonal matrix with $1/h$ in its first diagonal entry, $2/h$ in the others, and $-1/h$ beside the diagonal. Differentiation gives

$$g=Au+MW'(u)-b,\qquad H=A+M\,W''(u), \tag{4}$$

with $W''(u)$ read as a diagonal matrix. One iteration is:

1. Solve the tridiagonal system $H\delta=-g$.
2. Set $t=1$. Halve $t$ until $J_h(u+t\delta)\le J_h(u)+10^{-4}\,t\,g\cdot\delta$.
3. Replace $u$ by $u+t\delta$. Stop when a full step has a negligible $\delta$.

In floating-point work, step 2 needs a slack of the size of the rounding error in $J_h$. Overflow is avoided by putting $q=e^{-|u|}$ and writing $\ln D=|u|+\ln[(1-\nu)q+\frac\nu2(1+q^2)]$.

**Convergence from any start.** Let $\alpha>0$ be the smallest eigenvalue of $A$, and $\beta$ an upper bound on the eigenvalues of $H$. A finite $\beta$ exists because $W''$ is bounded. Since $-g\cdot\delta=\delta\cdot H\delta\ge\alpha|\delta|^2$, Taylor's theorem gives

$$J_h(u+t\delta)\le J_h(u)+t\,g\cdot\delta+\tfrac12t^2\beta|\delta|^2\le J_h(u)+t\,g\cdot\delta\left(1-\frac{t\beta}{2\alpha}\right).$$

The condition in step 2 is met once $t\beta/2\alpha\le1-10^{-4}$, so halving stops at a $t$ that has a positive lower bound. Also $-g\cdot\delta=g\cdot H^{-1}g\ge|g|^2/\beta$. Each iteration therefore lowers $J_h$ by at least a fixed multiple of $|g|^2$. As $J_h$ is bounded below, $g\to0$, and the only point with $g=0$ is the minimum.

**Speed near the solution.** Let $r=u-u_*$. Taylor expansion gives $g(u)=Hr+O(|r|^2)$, so a full step leaves the error $r-H^{-1}g=O(|r|^2)$: convergence is quadratic. Full steps are accepted there, because $J_h$ changes by $\frac12g\cdot\delta+O(|\delta|^3)$, which satisfies the condition in step 2.

## Why fixed-point iteration fails

With many nodes the fixed-point map is

$$G(u)=A^{-1}\left(b-MW'(u)\right)=u-A^{-1}g(u). \tag{5}$$

It moves along a descent direction of $J_h$, preconditioned by $A$, but with its length fixed at one, so the step can overshoot and raise $J_h$. Near the solution an error $r$ becomes $-A^{-1}MW''(u_*)\,r$. The eigenvalues of this matrix are $-\mu_j$, where $MW''v=\mu Av$, and all $\mu_j$ are positive because both matrices are positive definite. The solution attracts nearby iterates if $\mu_{\max}<1$. If $\mu_{\max}>1$ it is unstable: error components with $\mu_j>1$ grow while those with $\mu_j<1$ still shrink, so a generic error grows.

The size of $\mu_{\max}$ can be found for weak charge, where $W''=1$. In the continuum the eigenvalue problem is $-\mu v''=v$ with $v'(0)=0$ and $v(L)=0$. Its slowest mode is $v=\cos(\pi x/2L)$, so

$$\mu_{\max}=\left(\frac{2L}\pi\right)^2 .$$

Iteration thus fails for $L>\pi/2$ Debye lengths even when the equation is linear. The exponential is therefore not needed for failure, although it shifts the onset: for the strongly charged electrode of the last section $\mu_{\max}$ already reaches one near $L\approx0.6$. $A^{-1}$ returns the unscreened potential of the ionic charge, and over several Debye lengths that potential far exceeds the error that produced the charge.

"Divergence" needs care here. $W'$ increases from $-1/\nu$ to $1/\nu$, so the ionic charge is bounded and so are the iterates. Their fate follows from ordering. If $Au=f$, adding the first $i+1$ equations gives $(u_i-u_{i+1})/h=\sum_{j\le i}f_j$. Hence $f\ge0$ implies $u\ge0$, and $A^{-1}$ preserves order. As $W'$ is increasing, $G$ reverses order and $G^2=G(G(\cdot))$ preserves it. If $G^2(0)\le0$ at every node, repeated use of $G^2$ gives a falling, bounded sequence of even iterates. It converges to a limit that is nowhere positive, and so cannot be a positive solution. The odd iterates converge too, and the result is a two-cycle.

When the ions are saturated almost everywhere, $u''=\pm1/\nu$ on alternate steps. Integrating twice with $u'(0)=-s$ and $u(L)=0$ gives

$$u=s(L-x)\mp\frac{L^2-x^2}{2\nu},\qquad u(0)=sL\mp\frac{L^2}{2\nu}. \tag{6}$$

For point ions $\nu\to0$ and $W'\to\sinh u$; the bound disappears and the iterates can blow up.

Under-relaxation, $u\to(1-\omega)u+\omega G(u)$, multiplies the error in mode $j$ by $1-\omega(1+\mu_j)$. Local convergence requires $0<\omega<2/(1+\mu_{\max})$. Modes with small $\mu_j$ then shrink by a factor of only about $1-\omega$ per step.

## The contact theorem

Multiply $u''=W'(u)$ by $u'$. Both sides are total derivatives, and integration from $0$ to $L$ with $W(0)=0$ gives

$$\tfrac12s^2-\tfrac12u'(L)^2=W(u(0)). \tag{7}$$

Now multiply by $2c_0kT=\varepsilon(kT)^2/(e\lambda)^2$. The first term becomes $\sigma^2/2\varepsilon$. The right side becomes $(\nu kT/a^3)W=(kT/a^3)\ln D$, which is the excess pressure (1). With $E_L$ the field at $X=\lambda L$,

$$\frac{\sigma^2}{2\varepsilon}-\frac{\varepsilon E_L^2}2=P(0)-P_{\rm bulk},\qquad P=-\frac{kT}{a^3}\ln\left[1-a^3(n_++n_-)\right]. \tag{8}$$

Apart from the far-field term, the electrostatic pull on the electrode balances the excess ionic pressure at contact. The algorithm never uses this integral, so (8) is a real check of the numerical solution, though not of the model. The ideal-gas form $kT(n-n_{\rm bulk})$, with $n=n_++n_-$, follows from (8) if $a^3n\ll1$ at the surface; a dilute bulk is not enough.

For $L\to\infty$ the far field vanishes and (7) gives the surface potential directly:

$$\cosh u(0)=1+\frac{e^{\nu s^2/2}-1}\nu . \tag{9}$$

## A charged electrode in numbers

Take the model parameters $T=300$ K, relative permittivity 80, $c_0=0.1$ mol/L, $a=0.6$ nm, $\sigma=0.3$ C/m² and $L=10$. One ion per cell corresponds to $7.688$ mol/L, so $\nu=2(0.1)/7.688=0.0260$. The Debye length is $0.974$ nm, $kT/e=25.85$ mV and $s=15.96$.

With 2000 elements and $u=0$ as start, Newton's method takes six steps. The first is halved. The largest components of the later $\delta$ are $1.8$, $0.21$, $8\times10^{-3}$, $1.2\times10^{-5}$ and $2\times10^{-11}$, as expected of quadratic convergence. From the ion-free potential $s(L-x)$ it takes 13 steps, with $t$ as small as $1/16$. Undamped Newton happens to converge from $u=0$, in eight steps. From the ion-free potential it is still making changes of $3844$ after 60 steps, which matches the separation $L^2/\nu$ of the two values in (6).

Fixed-point iteration ends in a two-cycle. Equation (6) predicts $u(0)=159.6\mp1921.9$, or $-1762.3$ and $2081.5$, and the iteration gives the same values. For point ions the second iterate already reaches about $10^{69}$. The computed $\mu_{\max}$ is $87.5$, and the observed growth of a small error agrees. Linear screening would give $(20/\pi)^2=40.5$. The larger value is possible because $W''\approx1+(1-3\nu)u^2/2$ at small $u$, so for $\nu<\frac13$ the ionic response first rises above one before it saturates. Relaxation needs $\omega<2/88.5=0.0226$. At 0.9 of this limit, 400 steps multiply a small smooth error, proportional to $1-x/L$, by $3\times10^{-6}$. That shape has little weight in the modes with small $\mu_j$, which are multiplied only by about $(1-\omega)^{400}\approx3\times10^{-4}$. At 1.1 of the limit, the error grows.

For the surface potential, $\nu s^2/2=3.31$, and (9) gives $u(0)=7.62$, or $197$ mV. Point ions would give $143$ mV: crowding pushes countercharge outward, and the potential drop increases. At contact 96% of the cells are filled and the counterion concentration is $7.4$ mol/L; at 1 nm it has fallen to $0.51$ mol/L. These values describe the model rather than a particular electrolyte. Such dense filling strains a lattice mean-field model. The potential falls from $197$ to about $70$ mV within one cell edge, which holds 78% of the countercharge, so the continuum description is stretched. The surface field $\sigma/\varepsilon=0.42$ V/nm is strong enough that water would no longer have a relative permittivity near 80. Ions also reach $X=0$ with no charge-free gap, which makes $\sigma/\phi(0)\approx150$ µF/cm², well above the few tens of µF/cm² usual for metal electrodes in water.

The contact theorem compares $\sigma^2/2\varepsilon=63.53$ MPa with $P(0)-P_{\rm bulk}=63.53$ MPa; the far-field term is only $0.04$ Pa. Relative to $\sigma^2/2\varepsilon$, the mismatch is $-2.7\times10^{-4}$, $-6.7\times10^{-5}$ and $-1.7\times10^{-5}$ for 500, 1000 and 2000 elements. It falls fourfold when $h$ is halved, as a second-order method should. The ideal-gas form would give $18.0$ MPa. The charging work, from $-J_{\min}=70.43$, is $34.2$ mJ/m². The numerical check also tests the cell probabilities, the profile and the onset of failure near $L=\pi/2$.

## Computed results

```
T = 300 K, eps_r = 80, c0 = 0.1 mol/L
a = 0.6 nm, sigma = 0.3 C/m^2, L = 10 Debye lengths
packing fraction nu = 0.02602; saturation bound 1/nu = 38.438
Debye length = 0.9741 nm; kT/e = 25.852 mV
reduced surface charge s = 15.9591
damped Newton from u = 0 (last 15 steps): step no., t, max|delta|, J
    1  0.50000  1.596e+01  -58.64363341
    2  1.00000  1.791e+00  -70.18958612
    3  1.00000  2.121e-01  -70.43383616
    4  1.00000  8.093e-03  -70.43398345
    5  1.00000  1.162e-05  -70.43398345
    6  1.00000  2.491e-11  -70.43398345
largest ratio max|delta_next|/max|delta|^2 near the end = 0.177
damped Newton from ion-free potential: 13 steps, smallest t = 0.06250
undamped Newton from ion-free potential: converged = False, steps = 60, last max|delta| = 3.844e+03
undamped Newton from u = 0: converged = True, steps = 8, last max|delta| = 8.218e-11
fixed-point u(0), iterates 1 to 4: 159.59, -1760.68, 2081.51, -1762.33
fixed-point two-cycle u(0): -1762.33 and 2081.51
saturated estimate of cycle: -1762.33 and 2081.51
point ions, log10 max|u| at iterate 2 = 68.8
amplification mu_max: eigenvalue 87.464, measured 87.456
linear screening mu_max: eigenvalue 40.529, (2L/pi)^2 = 40.528
relaxation limit omega = 0.02261
error after/before 400 relaxed steps: 3.47e-06 at 0.9 limit, 3.88e+06 at 1.1 limit
weak charge s = 0.01, last change after 300 steps: L=1.4: 5.2e-18, L=1.7: 1.1e+02
surface u(0): mesh 7.61906, half-space formula 7.61911, point ions 5.54787
surface potential: 196.97 mV; point ions 143.42 mV
profile: x (nm), potential (mV), counterions (mol/L)
  0.00   196.968  7.4151
  0.25   119.642  4.4386
  0.50    80.722  1.7878
  1.00    43.361  0.5116
  2.00    14.847  0.1768
  4.00     1.894  0.1076
close-packed limit 1/a^3 = 7.6877 mol/L
filled fraction of cells at contact = 0.96454
contact theorem: sigma^2/(2 eps) = 63.5293 MPa, P(0)-P_bulk = 63.5282 MPa
far-wall Maxwell term = 4.067e-02 Pa
ideal-gas form kT[n(0)-n_bulk] = 17.9968 MPa
relative contact error, 500/1000/2000 elements: -2.676e-04, -6.689e-05, -1.672e-05
Newton steps on these meshes: 6, 6, 6
-J_min = 70.43398, charging integral = 70.43488; work = 34.229 mJ/m^2
```
